# Why the one-centre pi repulsion of carbon is I minus A

Put the Coulomb integral of a Slater 2p orbital into a Hubbard or Pariser–Parr–Pople (PPP) model of a pi system, and every structure with two pi electrons on one carbon becomes too expensive. The integral is about 17 eV. The energy for moving a pi electron from one free carbon atom to another distant one, both in the trigonal valence state, is roughly 11 eV. This is the customary literature value, adopted here and not computed. It is derived from atomic spectra, because the valence state is not a stationary state that could be measured directly. A model with the larger number therefore misplaces its ionic structures by some 6 eV, even when the centres are too far apart for anything else to matter.

The integral is correct for its orbital. It answers a different question from the one the model asks.

## What the parameter has to represent

Let $E(n)$ be the energy of one centre holding $n=0,1,2$ pi electrons. A pi-only model writes it as

$$E(n)=E_0+n\varepsilon+\tfrac12 n(n-1)U .$$

The three energies are $E_0$, $E_0+\varepsilon$ and $E_0+2\varepsilon+U$, so

$$E(2)+E(0)-2E(1)=U .$$

With the ionization energy $I=E(0)-E(1)$ and the electron affinity $A=E(1)-E(2)$, the left side is $I-A$. Thus $U=I-A$ is the cost of turning two neutral centres into a distant cation and anion. Nuclei are held fixed throughout, so $I$ and $A$ are vertical.

The model contains no sigma electrons and gives the pi orbital no freedom to change shape. The real $E(n)$ includes both responses, so $U$ must carry them.

## The bare integral

In atomic units the Slater 2p orbital of exponent $\zeta$ has the normalized radial density $P(r)=\frac43\zeta^5r^4e^{-2\zeta r}$. Its angular density is $\frac{3}{4\pi}\cos^2\theta=\frac1{4\pi}(1+2P_2)$, where $P_2$ is the Legendre polynomial in $\cos\theta$.

Expand $1/r_{12}$ in Legendre polynomials of the angle between the two electrons. Because the density is symmetric about its axis, each polynomial averages to a product of one factor per electron. The factor is 1 for order 0. For order 2 it is

$$\tfrac12\int_{-1}^{1}(1+2P_2)P_2\,dx=2\cdot\tfrac15=\tfrac25 ,$$

and all other orders vanish by orthogonality. Hence

$$J=F^0+\tfrac4{25}F^2,\qquad F^k=2\int_0^\infty\! ds\,P(s)s^k\int_s^\infty\! dr\,\frac{P(r)}{r^{k+1}} .$$

The factor 2 counts the two orderings of the radii. Lengths scale as $1/\zeta$, so $F^k$ is proportional to $\zeta$ and can be evaluated at $\zeta=1$. The inner integrals are

$$\int_s^\infty r^3e^{-2r}dr=e^{-2s}\left(\tfrac{s^3}{2}+\tfrac{3s^2}{4}+\tfrac{3s}{4}+\tfrac38\right),\qquad \int_s^\infty re^{-2r}dr=e^{-2s}\left(\tfrac s2+\tfrac14\right).$$

The prefactor is $2(\frac43)^2=\frac{32}{9}$. Using $\int_0^\infty s^me^{-4s}ds=m!/4^{m+1}$ term by term,

$$F^0=\frac{32}{9}\cdot\frac{315+270+180+72}{8192}\,\zeta=\frac{93}{256}\zeta,\qquad F^2=\frac{32}{9}\cdot\frac{315+90}{8192}\,\zeta=\frac{45}{256}\zeta .$$

Therefore

$$J=a\zeta,\qquad a=\frac{93}{256}+\frac4{25}\cdot\frac{45}{256}=\frac{501}{1280}\approx0.3914 .$$

Slater's exponent for carbon is $\zeta=3.25/2=1.625$ per bohr. It gives $F^0=16.06$ eV, $F^2=7.77$ eV and $J=17.3$ eV.

## A solvable model of orbital breathing

Let the pi electrons move in a fixed Coulomb field of charge $Z$, and let the exponent adjust to their number. The mean inverse radius is

$$\left\langle \frac1r\right\rangle=\tfrac43\zeta^5\int_0^\infty r^3e^{-2\zeta r}dr=\tfrac43\zeta^5\cdot\frac{6}{16\zeta^4}=\frac\zeta2 .$$

The orbital is also the hydrogenic 2p state for a nuclear charge $2\zeta$. That state has total energy $-(2\zeta)^2/8=-\zeta^2/2$ and potential energy $-2\zeta\cdot\zeta/2=-\zeta^2$, so its kinetic energy is $\zeta^2/2$. One and two electrons in the field $Z$ then have

$$E_1=\frac{\zeta^2}{2}-\frac{Z\zeta}{2},\qquad E_2=\zeta^2-Z\zeta+a\zeta .$$

Setting the derivatives to zero gives $\zeta_1=Z/2$ and $\zeta_2=(Z-a)/2$. The minimum energies are $-Z^2/8$ and $-(Z-a)^2/4$. Since the empty centre has zero pi energy,

$$U=-\frac{(Z-a)^2}{4}+\frac{Z^2}{4}=\frac{aZ}{2}-\frac{a^2}{4}=J-\frac{a^2}{4},$$

where $J=a\zeta_1$ belongs to the singly occupied orbital. The exponent falls from 1.625 to 1.429 per bohr when the second electron arrives, and the pair saves $a^2/4=0.0383$ hartree, or 1.04 eV.

This saving does not depend on $Z$. As a fraction of $J$ it is $a/(2Z)$, which vanishes for a strongly attracting core and is 6% for $Z=3.25$. The model thus reduces 17.3 eV only to 16.3 eV. Breathing is real, but in this form it cannot account for the gap.

The model has three restrictions. The orbital has a single adjustable exponent, the core is a rigid charge, and the two electrons share one orbital without correlation. The second restriction removes the sigma electrons' response altogether.

## Adding a sigma frame

Planar CH$_3$ is a convenient real centre: a trigonal carbon with one pi electron above a closed sigma shell. For a given set of orbitals, within the restricted self-consistent-field (SCF) description,

$$E(n)=E_\sigma+nw+\tfrac12n(n-1)J .$$

Here $E_\sigma$ is the energy of the sigma electrons and nuclei, and $w$ is the energy of one pi electron in their field. If the neutral orbitals are kept for all three charges,

$$(E_\sigma+2w+J)+E_\sigma-2(E_\sigma+w)=J .$$

So the bare integral is $I-A$ for a centre whose orbitals are all frozen.

Now let the ions relax. If the cation gains $R_+$ and the anion gains $R_-$ relative to their frozen energies, then

$$U_{\rm SCF}=J-R_+-R_- .$$

Neither gain can be negative, because the frozen orbitals remain available in each minimization. Relaxation on both sides of the charge transfer therefore lowers $U$ or leaves it unchanged.

To isolate sigma screening, hold the pi orbital fixed and define

$$F(n)=\min_\sigma\,[E_\sigma+nw].$$

The first-order change of the optimum sigma orbitals does not alter the minimized energy, so $F'(n)=w(n)$. The frozen expression $E_\sigma+nw$ is linear in $n$ and has no second difference. The total sigma gain in the two ions is therefore

$$S=2F(1)-F(0)-F(2)=\int_0^1w\,dn-\int_1^2w\,dn .$$

Fractional $n$ serves here as a mathematical path between the charges. Near $n=1$ write $w(n)\approx w(1)-\chi(n-1)$. The integrals become $w(1)+\chi/2$ and $w(1)-\chi/2$, so $S\approx\chi$ to second order.

The sign has a direct meaning. As pi charge is added, the sigma electrons rearrange so that the next portion of pi charge enters at lower energy than it would if they stayed frozen. The repulsion $J$ between the pi electrons still makes the second one more costly to add than the first. This is screening, expressed as a response of $w$.

## What the calculation gives

I take C–H distances of 1.08 Å, the aug-cc-pVDZ basis on carbon and cc-pVDZ on hydrogen. Sigma and pi orbitals have opposite reflection symmetry in the molecular plane, so either set can be optimized while the other is held fixed.

The SCF pi orbital of the neutral radical has $J=14.3$ eV, already 3.0 eV below the Slater value. This reduction precedes any response to charge transfer. It reflects a different orbital: its mean $r^2$ is 4.49 bohr$^2$, whereas the Slater orbital has $\langle r^2\rangle=7.5/\zeta^2=2.84$ bohr$^2$, obtained from the same radial density. The more extended charge repels itself less.

With this pi orbital fixed, sigma relaxation gains 1.31 eV in the cation and 1.48 eV in the anion. Thus

$$S=1.31+1.48=2.79\ \text{eV},\qquad J-S=14.33-2.79=11.54\ \text{eV}.$$

The slope of $w$, taken between $n=0.95$ and $1.05$, gives $\chi=2.77$ eV. A term $b(n-1)^2$ in $w$ adds $b/3$ to the cation gain and subtracts $b/3$ from the anion gain, so it cancels in $S$, and this agreement tests only the sum. The separate gains, 1.31 and 1.48 eV, lie about 5% below and 7% above $\chi/2=1.38$ eV. The sum of $r^2$ over the eight sigma electrons, measured from carbon, grows from 22.3 to 25.6 to 30.5 bohr$^2$ as $n$ goes from 0 to 2: the sigma charge moves away from carbon as pi charge is added, partly by spreading out and partly by shifting toward the hydrogens.

Letting the anion's pi orbital relax as well raises the anion gain from 1.48 to 2.66 eV. The SCF result is

$$U_{\rm SCF}=14.33-1.31-2.66=10.36\ \text{eV}.$$

The division of the anion gain into sigma and pi parts is not unique. Pi relaxation alone gains 2.47 eV, and sigma relaxation then adds only 0.19 eV. The separate gains overlap by 1.29 eV. A plausible reason is that a swollen pi orbital, whose mean $r^2$ has risen to 10.3 bohr$^2$, pushes less strongly on the sigma electrons.

The pi gain of 2.47 eV also exceeds the 1.04 eV of the breathing model. Freedom of shape alone explains little of this: in the pure Coulomb field with $Z=3.25$, an orbital free to change its shape as well as its scale gains only about 1.2 eV. The excess comes with the diffuse functions, since without them the pi-only gain of CH$_3$ is 1.22 eV. The anion is also unbound at this level (SCF $A=-1.50$ eV), and the relaxation depends on the diffuse functions: $J-U_{\rm SCF}$ is 3.97 eV with them and 3.28 eV without.

## Correlation and the diffuse anion

Electron correlation was estimated by coupled cluster with single and double excitations (CCSD), keeping the carbon 1s electrons uncorrelated. Relative to restricted SCF, the correlation energies of cation, neutral and anion are $-3.556$, $-4.307$ and $-5.433$ eV. Their second difference is

$$-5.433-3.556+2(4.307)\approx-0.38\ \text{eV}.$$

The second pi electron brings more correlation energy than the first, as one would expect when it also creates a pi pair. The result is $I=9.61$ eV, $A=-0.38$ eV and $I-A=9.98$ eV. Connected triple excitations and the remaining basis-set error are left out.

The negative $A$ calls for caution. At this level and geometry the anion lies above the neutral radical plus a free electron, and the finite basis helps to hold it together. If that ordering persisted in a complete basis, the lowest energy would be reached by releasing one electron. For that lowest state $A$ would tend to zero and $I-A$ would tend to $I$, which no longer describes two electrons on one centre. The restricted SCF anion used above cannot reach this limit, because its two pi electrons share one orbital and one of them cannot leave alone. Its $A$ can therefore stay negative however large the basis.

Removing the diffuse functions, with cc-pVDZ on all atoms, shows the sensitivity. CCSD then gives $I=9.49$ eV, $A=-1.77$ eV and $I-A=11.3$ eV. The affinity falls by 1.39 eV, more than the whole 1.3 eV increase, while $I$ falls by 0.11 eV. The closeness of this number to the atomic 11 eV is no confirmation of it, because CH$_3$ is a different system and the smaller basis confines the extra electron artificially.

## When to use which number

The value near 11 eV is an effective parameter for a model from which the sigma electrons have been removed. It assumes that they follow the pi charge quickly enough to remain relaxed. If pi charge moved on the time scale of the sigma response, one static $U$ would not suffice.

A computed $I-A$ is also sensitive to how the anion is described. The two CH$_3$ calculations differ only in basis set, yet their values lie more than 1 eV apart, mainly through $A$, so a second decimal in them has little physical content.

A calculation that treats the sigma electrons explicitly and lets all orbitals relax must use the bare integrals. When the charge is localized and each ion has its own orbitals, as above, orbital relaxation generates the screening, and inserting $I-A$ would count that screening twice. Relaxation responds only to the average pi charge on a centre, however. In a symmetric combination of the two ionic structures of a distant pair, described with one common set of orbitals, each centre has the average energy $E_\sigma+w+J/2$. At fixed pi orbital the sigma electrons then see the same field as in the neutral and gain nothing, so in such states the screening has to come from sigma–pi correlation. In a pi-only model with fixed orbitals the reverse holds: inserting $J$ leaves the screening out, and $I-A$ puts it in once.
